# When accelerating neighbours put an inflection in the deprotection curve

## 1. Definitions and conventions

In a chemically amplified resist of the deprotection type, acid produced by exposure catalyses the cleavage of protecting groups during a bake. Let $s_i=0$ if group $i$ is still protected and $s_i=1$ if it has been cleaved. Cleavage is irreversible. The conversion is $x(t)=\langle s_i\rangle$, the cleaved fraction of the groups protected at the start, so $x(0)=0$ unless stated otherwise.

A protected group with $z$ neighbours reacts at the rate

$$w_i=k_0+\frac{k_1}{z}\sum_{j\,\text{next to}\,i}s_j .$$

Here $k_0>0$ is the rate with no cleaved neighbour, and $k_1$ is the rate added when all neighbours are cleaved. Acid concentration and temperature are absorbed in both constants and held fixed until section 7. Positive $k_1$ means acceleration, negative $k_1$ retardation. Times are in seconds and rates in s$^{-1}$. We write $K=k_0+k_1$ and $r=k_1/k_0$. A prime is a time derivative, and an inflection is a change of sign of $x''$ at some $t>0$.

## 2. From the neighbour rule to the rate equation

Only protected groups react, so $x'=\langle(1-s_i)w_i\rangle$. With all groups and all neighbour pairs equivalent,

$$x'=k_0(1-x)+k_1\langle(1-s_i)s_j\rangle .$$

Define the neighbour covariance $C=\langle s_is_j\rangle-x^2$. Then $\langle(1-s_i)s_j\rangle=x-x^2-C$, and

$$x'=(k_0+k_1x)(1-x)-k_1C. \tag{1}$$

The mean-field equation follows when $C$ is dropped:

$$x'=f(x),\qquad f(x)=(k_0+k_1x)(1-x). \tag{2}$$

This is an assumption about the surroundings: a group that is still protected must see the same cleaved fraction as the average group. It is justified when each group has many well-mixed neighbours; the number needed grows with $r$ (section 5). Section 6 treats a case where it fails.

## 3. The sign of the curvature

Differentiate (2) by the chain rule:

$$x''=f'(x)\,x'=\left[k_1(1-x)-(k_0+k_1x)\right]x'=(k_1-k_0-2k_1x)\,x'. \tag{3}$$

At the start $x'=k_0>0$. The rate could vanish only at a stationary point of (2), and a solution of an equation with smooth right-hand side does not reach a stationary point in finite time. Hence $x'>0$ throughout, and the bracket in (3) decides the sign.

- **$k_1>k_0$.** The bracket starts at $k_1-k_0>0$, falls steadily as $x$ grows, and tends to $-(k_0+k_1)<0$ as $x\to1$. It changes sign once, at
$$x^*=\frac{k_1-k_0}{2k_1}=\frac12-\frac{k_0}{2k_1}. \tag{4}$$
- **$k_1=k_0$.** The bracket is $-2k_1x$. The curve starts with zero curvature and bends downwards at once, so there is no inflection at $t>0$.
- **$0\le k_1<k_0$.** The bracket is negative from the start.
- **$k_1=-q$ with $0<q\le k_0$.** The bracket is $-q-k_0+2qx$. Since $x<1$, it is less than $q-k_0\le0$.
- **$k_1=-q$ with $q>k_0$.** Equation (2) now stalls at $x=k_0/q<1$. Since $x<k_0/q$, the bracket is less than $k_0-q<0$. The formal value $x^*=(q+k_0)/(2q)$ lies halfway between the stalling point and 1 and is not reached. In this range (2) is a rate law only, because the rule of section 1 would give negative rates for some surroundings.

Thus, for $x(0)=0$ and constant coefficients, the mean-field curve has an inflection if and only if $k_1>k_0$, and it lies below half conversion.

The threshold expresses a competition. A small conversion $dx$ raises the rate per protected group by $k_1\,dx$, but removes a fraction $dx$ of the reactants, which costs $k_0\,dx$. Acceleration that is present but weaker than this depletion leaves no inflection.

## 4. The whole curve

For $k_1>0$ use the rate per protected group, $y=k_0+k_1x$. Then $y'=k_1x'=y\,k_1(1-x)$, and $k_1(1-x)=k_1-(y-k_0)=K-y$. Therefore

$$y'=y(K-y), \tag{5}$$

which is the logistic equation. Separate it with $\frac{1}{y(K-y)}=\frac1K\left(\frac1y+\frac1{K-y}\right)$ and integrate:

$$\ln\frac{y}{K-y}=Kt+\ln\frac{k_0}{k_1}. \tag{6}$$

The constant follows from $y(0)=k_0$ and $K-y(0)=k_1$. With $E=e^{-Kt}$, (6) gives $y=Kk_0/(k_0+k_1E)$, and then

$$x=\frac{y-k_0}{k_1}=\frac{k_0(K-k_0-k_1E)}{k_1(k_0+k_1E)}=\frac{k_0(1-E)}{k_0+k_1E}. \tag{7}$$

Formula (7) also holds for $k_1\le0$ if $K\ne0$. To see this, put $D=k_0+k_1E$. Then $1-x=KE/D$ and $k_0+k_1x=k_0K/D$, whose product is $k_0K^2E/D^2$. Differentiating (7) with $E'=-KE$ gives

$$x'=\frac{k_0KE\,[D+k_1(1-E)]}{D^2}=\frac{k_0K^2E}{D^2},$$

the same expression. For $K=0$, (2) reads $x'=k_0(1-x)^2$, with solution $x=k_0t/(1+k_0t)$.

The right side of (5) is largest at $y=K/2$, where the left side of (6) vanishes. Hence

$$t^*=\frac{\ln(k_1/k_0)}{k_0+k_1},\qquad x'_{\max}=\frac{K^2}{4k_1}. \tag{8}$$

Every case with $k_1>0$ is a piece of one logistic curve. For $k_1<k_0$ its centre lies at negative time, before the bake begins.

Relative to the initial rate $k_0$, the peak rate is

$$\frac{x'_{\max}}{k_0}=\frac{(k_0+k_1)^2}{4k_0k_1}=1+\frac{(k_1-k_0)^2}{4k_0k_1}. \tag{9}$$

The excess is quadratic in $k_1-k_0$, so just above threshold the inflection exists but is faint. In the opposite limit $k_1\gg k_0$, $x^*$ tends to $1/2$ and the rate rises by the large factor $k_1/(4k_0)$.

**A different start.** Let $x$ now count all groups, and suppose that a fraction $x_0$ of them is already cleaved at $t=0$ and already acts on its neighbours. In (6) the constant becomes $\ln[y(0)/(K-y(0))]$ with $y(0)=k_0+k_1x_0$ and $K-y(0)=k_1(1-x_0)$. The centre is then at

$$t^*=\frac1K\ln\frac{k_1(1-x_0)}{k_0+k_1x_0},$$

which is positive if and only if $k_1(1-2x_0)>k_0$. For $x_0=0.2$ the threshold is $k_1/k_0=1/0.6=1.67$ instead of 1. The position (4) does not change.

**Reading the constants from a curve.** From (4), $1-2x^*=k_0/k_1$, so

$$r=\frac1{1-2x^*},\qquad K=\frac{\ln r}{t^*},\qquad k_0=\frac{K}{1+r}. \tag{10}$$

Since $dr/dx^*=2r^2$, a small error $\delta x^*$ produces a relative error $2r\,\delta x^*$ in $r$. Strong acceleration is therefore poorly determined by the position of the inflection.

## 5. Worked example: a 60 s bake

Take the round model values $k_0=0.010$ s$^{-1}$ and $k_1=0.040$ s$^{-1}$ at a plate temperature of 110 °C (383.15 K). Then $r=4$, $K=0.050$ s$^{-1}$, and

$$x^*=\frac{0.040-0.010}{0.080}=0.375,\qquad t^*=\frac{\ln4}{0.050}=27.7\ \text{s}.$$

The peak rate is $0.050^2/0.160=0.0156$ s$^{-1}$, a factor 1.56 above the initial rate. At the end of the bake $E=e^{-3}=0.0498$, so

$$x(60\ \text{s})=\frac{0.010\times0.9502}{0.010+0.040\times0.0498}=0.792 .$$

Direct numerical integration of (2) puts the inflection at the same conversion and time.

Now lower $k_1$ to 0.008 s$^{-1}$ with $k_0$ and the bake time unchanged. Neighbours still accelerate cleavage, but the formulas give $x^*=-0.125$ and $t^*=-12.4$ s. The rate falls from the first moment, and the final conversion is 0.519.

The role of mixing can be tested with a finite group of $N$ sites in which all the other $N-1$ sites count as neighbours. Its master equation, evaluated at $t^*$, gives a mean conversion below the mean-field value 0.375 by 0.00061 for $N=200$ and by 0.00031 for $N=400$. The error halves when $N$ doubles, as expected of a correction proportional to $1/N$. It grows with $r$: for $N=200$ the shortfall at $t^*$ is 0.025 at $r=50$ and 0.091 at $r=200$, where doubling $N$ lowers it only to 0.052.

## 6. Neighbours along a chain

Now let the groups form an infinite chain with $z=2$. Let $P_n$ be the probability that $n$ given consecutive groups are all protected, so that $x=1-P_1$. Such a run is lost when any member reacts. Each member contributes the rate $k_0$. Each end has one neighbour outside the run, which adds $k_1/2$ if it is cleaved. The probability that the run is intact and a given outer neighbour is cleaved is $P_n-P_{n+1}$. With two ends,

$$P_n'=-nk_0P_n-k_1(P_n-P_{n+1}),\qquad P_n(0)=1. \tag{11}$$

This also holds for $n=1$, where both neighbours of the single group are outside the run.

Try $P_n=\varphi(t)e^{-nk_0t}$ with $\varphi(0)=1$. The terms $-nk_0P_n$ cancel, and the common factor $e^{-nk_0t}$ drops out:

$$\varphi'=-k_1\left(1-e^{-k_0t}\right)\varphi .$$

The factor $n$ has disappeared, so one function solves all the equations. Integration gives

$$\varphi=\exp\left[-k_1t+r\left(1-e^{-k_0t}\right)\right],\qquad x=1-\exp\left[-Kt+r\left(1-e^{-k_0t}\right)\right]. \tag{12}$$

**The covariance.** The covariance of $s_i$ and $s_j$ equals that of $1-s_i$ and $1-s_j$, so $C=P_2-P_1^2=P_1^2(1/\varphi-1)$. For $k_1>0$ and $t>0$ the inequality $1-e^{-k_0t}<k_0t$ makes $\varphi<1$, hence $C>0$. Cleaved groups gather beside cleaved groups, and the protected ones see fewer of them than the average suggests. By (1) this slows the reaction at given $x$.

**The inflection.** Put $u=e^{-k_0t}$. From (12), $P_1'=gP_1$ with $g=-K+k_1u$, and $g'=-k_0k_1u$. Then $x''=-P_1''=-(g^2+g')P_1$, which vanishes when

$$(K-k_1u)^2=k_0k_1u .$$

For $k_1<0$ the right side is negative, and for $k_1=0$ the equation reads $k_0^2=0$, so there is no solution in either case. For $k_1>0$ divide by $k_0^2$ and set $s=\sqrt{ru}$. Because $u\le1$, the quantity $1+r-ru$ is positive, so the positive root applies: $1+r-s^2=s$. Its positive solution is

$$s=\frac{\sqrt{5+4r}-1}{2},\qquad e^{-k_0t}=\frac{s^2}{r}. \tag{13}$$

A positive time needs $s^2<r$. Since $s^2=1+r-s$, this means $s>1$, that is $5+4r>9$, or $r>1$. The chain has the same threshold as the mean field.

The agreement at the start has a general reason. Two given groups can both be cleaved only after two events, so $\langle s_is_j\rangle$, and with it $C$, begins as $t^2$. Equation (1) then gives $x''(0)=k_0(k_1-k_0)$ for any arrangement of equivalent neighbours. This settles the initial curvature only; that nothing further happens later has been shown here for the mean field and the chain.

The position of the inflection does change. For $r=4$, $s=1.7913$ and $s^2/r=0.8022$, so $t=-\ln(0.8022)/k_0=22.0$ s, and (12) gives $x=0.267$ instead of 0.375. The full master equation of a ring of 12 groups, with all $2^{12}$ states, gives the same inflection to these digits. Over the 60 s bake its conversion differs from (12) by less than $10^{-8}$.

For large $r$, let $\delta=1-u=(r-s^2)/r=(s-1)/r$, which approaches $1/\sqrt r$. Because $-Kt=(1+r)\ln u$, the exponent in (12) is

$$(1+r)\ln(1-\delta)+r\delta=-\delta-(1+r)\left(\frac{\delta^2}{2}+\dots\right)\to-\frac12 .$$

The inflection tends to $x=1-e^{-1/2}=0.393$, not to $1/2$.

If chain data with $r=4$ were read with the mean-field formula (10), the inflection at 0.267 would give $r=2.15$. For the additive rule of section 1, the existence of the inflection is thus less sensitive to the arrangement of neighbours than the constant extracted from it. A non-additive rule moves the threshold itself. If $n$ cleaved chain neighbours add $k_1(n/2)^2$, one cleavage adds only $k_1/4$ to each of its two neighbours and $x''(0)=k_0(k_1/2-k_0)$; a ring of 9 groups then shows no inflection at $r=1.9$ and one at $r=2.2$.

## 7. Rates that change during the bake

Let both rates carry a common positive factor $h(t)$, so that $x'=hf(x)$. Then

$$x''=h'f+hf'(x)\,x'=h^2f\left[k_1-k_0-2k_1x+\frac{h'}{h^2}\right], \tag{14}$$

and for $k_1>0$ an inflection satisfies

$$x_{\text{inf}}=x^*+\frac{h'}{2k_1h^2}. \tag{15}$$

**Acid loss.** For $h=e^{-\lambda t}$ the last term in (14) is $-\lambda e^{\lambda t}$. With $k_1>0$ the bracket decreases steadily, so there is one inflection if $k_1>k_0+\lambda$ and none otherwise. The threshold rises and the inflection moves down. With $\lambda=0.002$ s$^{-1}$, which leaves 89 % of the acid after 60 s, the example has its inflection at $x=0.349$ and $t=26.7$ s, and ends at $x=0.761$.

**Warm-up.** Suppose that the wafer approaches the plate temperature $T_p$ from $T_0=296.15$ K as $T=T_p-(T_p-T_0)e^{-t/\tau}$, and that both rates have the activation energy $E_a$. Then

$$h=\exp\left[-\frac{E_a}{k_B}\left(\frac1T-\frac1{T_p}\right)\right],\qquad h'>0 .$$

Take $\tau=4$ s and $E_a=1$ eV. The example's inflection hardly moves in conversion, to $x=0.377$, but it is delayed from 27.7 s to 38.0 s. The conversion after 60 s falls from 0.792 to 0.689.

The case $k_1=0$ shows more. The bracket in (14) is then $h'/h^2-k_0$. It is positive while the wafer warms quickly and negative once $h'$ has died away. An inflection appears although neighbours have no influence at all: with $k_0=0.010$ s$^{-1}$ it lies at $x=0.102$ and $t=20.8$ s. An observed inflection is therefore not by itself evidence of acceleration.

If $h(t)$ is known, its effect can be removed. Define $\theta=\int_0^t h\,dt'$, so that $dx/d\theta=x'/h=f(x)$. Plotted against $\theta$, the curve obeys the constant-rate theory again, provided that both rates share the same factor. In the mean field, $(dx/d\theta)/(1-x)=k_0+k_1x$ is a straight line in $x$ whose slope is $k_1$.

## 8. Uneven acid and the real resist

Acid also varies from place to place. Divide the film into cubes of edge 5 nm with 0.1 acids per nm$^3$, so that the mean number is $\bar n=0.1\times125=12.5$. Let the number $n$ in each cube be Poisson distributed, with relative spread $1/\sqrt{12.5}=0.28$. Each cube follows (7) with time scaled by $n/\bar n$, and the acid does not move between cubes.

For $k_1\le k_0$ no cube's curve bends upwards, so neither does the average. For $k_1>k_0$ the average starts with curvature $\langle(n/\bar n)^2\rangle k_0(k_1-k_0)>0$. The average rate later falls to zero, so this curvature must change sign. The threshold for the existence of an inflection survives, but the inflection need not be single. With few acids per cube and strong acceleration, cubes with different $n$ peak at well-separated times, and the curvature of the average can change sign more than once, as it does for $\bar n=1$ and $r=100$. For $\bar n=12.5$ and $r=4$ it changes sign once. In the example the inflection of the averaged curve lies at $x=0.3195$ and $t=24.1$ s, and the final conversion is 0.756.

As a rough guide, post-exposure bakes of chemically amplified resists last about a minute at around 100 °C, and the example is set in that range. The values of $k_0$ and $k_1$ are chosen, not measured, and $r=4$ is not a claim about any particular resist. The loss rate, warm-up time, activation energy and acid density are likewise rough inputs. For these inputs and the 5 nm cube edge, with $k_0$, $k_1$ and the bake time held fixed and each effect taken alone, chain correlations move the inflection most in conversion, from 0.375 to 0.267. Warm-up and chain correlations lower the final conversion most, from 0.792 to 0.689 and 0.697. This ranking depends on the inputs. Cubes of edge 3 nm put the inflection at 0.221 and the final conversion at 0.667, $\lambda=0.01$ s$^{-1}$ gives 0.223 and 0.631, and $\tau=2$ s leaves a final conversion of 0.745. The combined effect has not been calculated. A real film has neighbours both along a chain and on other chains, and its acid diffuses; neither the mean field nor the single chain has been shown to bound that case. The main computed values are collected in the numerical output.

## Computed values

```
k0 = 0.010 1/s, k1 = 0.040 1/s, k1/k0 = 4.00
k0 + k1 = 0.050 1/s; bake time = 60 s
plate temperature = 383.15 K, start = 296.15 K
formula: x* = 0.3750, t* = 27.73 s
integrated curve: x* = 0.3750, t* = 27.73 s
initial rate = 0.01000 1/s
peak rate = 0.015625 1/s, peak/initial = 1.5625
read back from inflection: k1/k0 = 4.000, k0 = 0.01000 1/s
time (s), x mean-field, x chain, mean-field rate (1/s):
    10  0.1148  0.1125  0.01292
    20  0.2558  0.2404  0.01506
    30  0.4105  0.3708  0.01557
    40  0.5610  0.4940  0.01424
    60  0.7924  0.6974  0.00866
contrast case k1 = 0.008 1/s: formal x* = -0.1250, formal t* = -12.40 s
contrast case: x at end of bake = 0.5193
start at x0 = 0.2: threshold k1/k0 = 1.6667
well-mixed group, error in x at t*: N=200 -0.00061, N=400 -0.00031
chain: inflection x = 0.2672 at t = 22.04 s
12-site ring: inflection x = 0.2672 at t = 22.04 s
largest ring minus chain difference in x = 7.1e-09
chain inflection for large k1/k0: x = 0.3935
k1/k0 misread from chain data by mean-field formula = 2.147
acid loss rate = 0.0020 1/s, acid left after bake = 0.8869
warm-up time constant = 4.0 s, activation = 1.00 eV
rate factor at start of warm-up = 1.37e-04
acid loss: inflection x = 0.3486 at t = 26.74 s, x at end of bake = 0.7607
warm-up: inflection x = 0.3766 at t = 37.98 s, x at end of bake = 0.6893
warm-up, k1 = 0: inflection x = 0.1020 at t = 20.75 s, x at end of bake = 0.3926
acid density = 0.10 1/nm^3, cube edge = 5.0 nm
mean acids per cube = 12.5, relative spread = 0.283
frozen acid numbers: inflection x = 0.3195 at t = 24.08 s
frozen acid numbers: x at end of bake = 0.7557
```
